**Weak bond in a t–V chain: static functional renormalization and its conductance exponent**

The program integrates the static flow of the hoppings for a half-filled chain of N interacting sites between free leads and finds G ∝ N^(-β). Here t is the hopping, t' the weak bond, V the nearest-neighbour interaction, K the Luttinger parameter and α = V/(πt). It asserts that β/(2α) extrapolates to 1 at V = 0, which is first-order agreement with 2(1/K - 1), and that its initial slope in α matches -(1 - ln 2). Further assertions compare the Green-function recursion with dense inversion, the conductance formula with a retarded Green function, the flow with an exactly diagonalized 8-site chain, and the formula for K with small rings. The output gives an intercept of 0.999 and a slope of -0.309, against a predicted -0.307. For V = 0.5t and t' = 0.1t the exponent at the largest size is 0.303, while the exact K gives 0.322; the difference is mainly the truncation error of the method. For t' = 0.5t the program also shows that, without feedback, the growth of the alternating sum of log hoppings with ln N is set by the reflection amplitude of the bare bond.

## Check in Python

```python
# Static functional renormalization group (fRG) for a half-filled t-V chain
# with one weak bond, between noninteracting leads, at zero temperature.
# Result under test: G ~ N^(-beta), beta = 2a[1-(1-ln2)a+...], a = V/(pi t),
# which agrees with 2(1/K-1) to first order in V.
# N: sites in the interacting wire; K: Luttinger parameter; t = 1 sets energy.
# S: alternating sum of log hoppings; G = (e^2/h)/cosh(S)^2.
from itertools import accumulate
import numpy as np
from scipy.constants import e, h
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import exp1


def neighbour_green(hop, lam, lead=True):
    """G_{j,j+1}(i lam) on all bonds of a mirror-symmetric chain."""
    start = (np.sqrt(lam * lam + 4) - lam) / 2 if lead else 1 / lam
    left = np.array(list(accumulate((hop[:-1] ** 2).tolist(),
                    lambda g, a: 1 / (lam + a * g), initial=start)))
    product = left * left[::-1]
    return hop * product / (1 + hop ** 2 * product)


def flow(N, V, weak, feedback=True, step=0.125, lead=True):
    """Hoppings at the end of the flow; feedback=False is first order."""
    bare = np.ones(N - 1)
    bare[N // 2 - 1] = weak
    place = np.arange(1, N) / N
    edge = np.minimum(1, 4 * np.minimum(place, 1 - place))
    inter = V * np.sin(np.pi * edge / 2) ** 2 if lead else V * np.ones(N - 1)
    top, bottom = 100.0, 1e-3 / N
    count = int(np.ceil(np.log(top / bottom) / step))
    dx = np.log(bottom / top) / count

    def slope(x, hop):
        lam = np.exp(x)
        used = hop if feedback else bare
        return -lam * inter / np.pi * neighbour_green(used, lam, lead)

    hop = bare * (1 + inter / (np.pi * top))   # part above the top cutoff
    x = np.log(top)
    for _ in range(count):
        k1 = slope(x, hop)
        k2 = slope(x + dx / 2, hop + dx / 2 * k1)
        k3 = slope(x + dx / 2, hop + dx / 2 * k2)
        k4 = slope(x + dx, hop + dx * k3)
        hop = hop + dx / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        x += dx
    return hop - slope(x, hop)                 # part below the bottom cutoff


def alternating_sum(hop):
    index = np.arange(len(hop)) - len(hop) // 2
    return abs(np.sum((-1.0) ** index * np.log(hop)))


def exponent(s_small, s_large):
    """Exponent of G/(1-G) = 1/sinh(S)^2 on doubling N."""
    return 2 * np.log(np.sinh(s_large) / np.sinh(s_small)) / np.log(2)


def many_body(L, n, hop, V, flux=0.0):
    """Many-particle matrix; len(hop)=L-1 is open, len(hop)=L is a ring whose
    boundary phase cancels the fermion sign of the wrapping hop."""
    states = [s for s in range(2 ** L) if bin(s).count("1") == n]
    where = {s: k for k, s in enumerate(states)}
    H = np.zeros((len(states),) * 2, dtype=complex if flux else float)
    for k, s in enumerate(states):
        for b, amp in enumerate(hop):
            i, j = b, (b + 1) % L
            ni, nj = s >> i & 1, s >> j & 1
            H[k, k] += V * (ni - 0.5) * (nj - 0.5)
            if ni != nj:
                phase = 1.0
                if flux and b == L - 1:
                    phase = np.exp(1j * flux * (ni - nj))
                H[where[s ^ (1 << i) ^ (1 << j)], k] -= amp * phase
    return H


def lowest(H):
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


def inverse_K_exact(V):
    return 2 / np.pi * np.arccos(-V / 2)


# Recursion against dense inversion, with lead self-energies at both ends
rng = np.random.default_rng(4)
half = rng.uniform(0.4, 1.6, 6)
hop = np.concatenate([half, half[-2::-1]])
n_sites, lam = len(hop) + 1, 0.37
hmat = -np.diag(hop, 1) - np.diag(hop, -1)
lead_g = (np.sqrt(lam ** 2 + 4) - lam) / 2
M = 1j * lam * np.eye(n_sites) - hmat
M[0, 0] += 1j * lead_g
M[-1, -1] += 1j * lead_g
err_green = np.max(abs(np.diag(np.linalg.inv(M), 1)
                       - neighbour_green(hop, lam)))
assert err_green < 1e-12

# Zero-energy conductance against the retarded Green function
hop = rng.uniform(0.4, 1.6, 11)
M = (np.diag(hop, 1) + np.diag(hop, -1)).astype(complex)
M[0, 0] += 1j
M[-1, -1] += 1j
T_green = 4 * abs(np.linalg.inv(M)[0, -1]) ** 2
err_T = abs(T_green - 1 / np.cosh(alternating_sum(hop)) ** 2)
assert err_T < 1e-12

# Bond order at an open end against diagonalization
size = 800
_, vec = np.linalg.eigh(-np.eye(size, k=1) - np.eye(size, k=-1))
occ = vec[:, :size // 2]
order_num = np.sum(occ[:10] * occ[1:11], axis=1)
j = np.arange(1, 11)
order_formula = (1 - (-1.0) ** j / (2 * j + 1)) / np.pi
assert np.max(abs(order_num - order_formula)) < 2e-5

# Flow against exact diagonalization of an isolated interacting chain
ed_errors = []
for V in (0.1, 0.05):
    bare = np.ones(7)
    bare[3] = 0.5
    _, vec = eigh(many_body(8, 4, bare, V))
    psi = vec[:, 0]
    exact_order = np.array([-0.5 * psi @ many_body(8, 4, unit, 0.0) @ psi
                            for unit in np.eye(7)])
    hop = flow(8, V, 0.5, step=0.05, lead=False)
    _, orb = np.linalg.eigh(-np.diag(hop, 1) - np.diag(hop, -1))
    frg_order = np.sum(orb[:-1, :4] * orb[1:, :4], axis=1)
    ed_errors.append(np.max(abs(exact_order - frg_order)))
ed_ratio = ed_errors[0] / ed_errors[1]
assert 3.3 < ed_ratio < 4.8

# Luttinger parameter from finite rings, extrapolated in 1/L^2
ring_results = []
for V in (0.5, 1.0):
    estimate = []
    for L in (8, 12):
        ring, phi = np.ones(L), 0.1
        E0 = lowest(many_body(L, L // 2, ring, V))
        second = 2 * (lowest(many_body(L, L // 2 - 1, ring, V)) - E0)
        bend = 2 * (lowest(many_body(L, L // 2, ring, V, phi)) - E0) / phi ** 2
        estimate.append(np.sqrt(second / bend) / np.pi)
    value = (144 * estimate[1] - 64 * estimate[0]) / 80
    ring_results.append((V, value, inverse_K_exact(V)))
    assert abs(value - inverse_K_exact(V)) < 0.01

# Clean wire: bulk hopping from the scalar flow, and transparency
V_ex, weak_ex = 0.5, 0.1
bulk = solve_ivp(lambda x, y: -np.exp(x) * V_ex / (2 * np.pi * y)
                 * (1 - np.exp(x) / np.sqrt(np.exp(2 * x) + 4 * y * y)),
                 (np.log(1e5), np.log(1e-8)), [1.0], rtol=1e-9, atol=1e-11)
t_star = bulk.y[0, -1]
clean = flow(1024, V_ex, 1.0)
clean_loss = np.tanh(alternating_sum(clean)) ** 2
assert abs(clean[511] - t_star) < 2e-4
assert clean_loss < 1e-4

# First order without feedback: slope of S is (V/pi)|r|, r of the bare bond
V_small, weak_mid = 0.02, 0.5
s1, s2 = [alternating_sum(flow(N, V_small, weak_mid, feedback=False))
          for N in (512, 1024)]
r_bare = (1 - weak_mid ** 2) / (1 + weak_mid ** 2)
slope_ratio = (s2 - s1) / np.log(2) / (V_small / np.pi)
assert abs(slope_ratio / r_bare - 1) < 0.02

# Exponent against interaction, almost cut chain
V_list, weak_tab = [0.1, 0.2, 0.4, 0.8], 0.01
betas = []
for V in V_list:
    pair = [alternating_sum(flow(N, V, weak_tab)) for N in (1024, 2048)]
    betas.append(exponent(*pair))
alphas = np.array(V_list) / np.pi
ratios = np.array(betas) / (2 * alphas)
_, second_coeff, intercept = np.polyfit(alphas[:3], ratios[:3], 2)
assert abs(intercept - 1) < 0.005
assert abs(second_coeff + 1 - np.log(2)) < 0.05


def response(X):
    inner = 0.5 * (np.log(2 * X) + np.euler_gamma + exp1(2 * X))
    return np.exp(-X) * inner + np.sinh(X) * exp1(2 * X)


response_integral = quad(response, 0, 40, limit=200)[0]
assert abs(response_integral - np.log(2)) < 1e-6

# Feedback makes the exponent independent of the bare bond
universal = {}
for feedback in (True, False):
    pair = [alternating_sum(flow(N, 0.8, weak_mid, feedback=feedback))
            for N in (1024, 2048)]
    universal[feedback] = exponent(*pair)
assert abs(universal[True] / betas[3] - 1) < 0.05
assert universal[False] < 0.8 * betas[3]

# Worked example
sizes = [64, 128, 256, 512, 1024, 2048]
S_ex = [alternating_sum(flow(N, V_ex, weak_ex)) for N in sizes]
G_ex = [1 / np.cosh(s) ** 2 for s in S_ex]
local = [exponent(a, b) for a, b in zip(S_ex, S_ex[1:])]
first_order = 2 * V_ex / np.pi
exact_ex = 2 * (inverse_K_exact(V_ex) - 1)
fine = alternating_sum(flow(1024, V_ex, weak_ex, step=0.0625))
step_shift = abs(fine - S_ex[4])
assert step_shift < 1e-4
assert abs(local[-1] / local[-2] - 1) < 0.01
assert abs(local[-1] / first_order - 1) < 0.08

print(f"recursion vs dense inverse, max error: {err_green:.1e} 1/t")
print(f"conductance formula, error: {err_T:.1e} e^2/h")
print("open-end bond order, j=1..4:", np.round(order_num[:4], 5))
print("  closed form,       j=1..4:", np.round(order_formula[:4], 5))
print(f"8-site chain, bond-order error at V=0.10 t: {ed_errors[0]:.3e}")
print(f"8-site chain, bond-order error at V=0.05 t: {ed_errors[1]:.3e}")
print(f"ratio of these errors (4 for second order): {ed_ratio:.3f}")
for V, value, exact in ring_results:
    print(f"V={V:.1f} t: 1/K from rings {value:.4f}, arccos {exact:.4f}")
print(f"no feedback, t'=0.5 t, V={V_small} t: slope of S over V/(pi t)"
      f" {slope_ratio:.4f}, bare |r| {r_bare:.4f}")
print("exponents from N=1024 and 2048, t'=0.01 t:")
print("  V/t   fRG beta  2V/(pi t)  2(1/K-1)  beta/(2V/(pi t))")
for V, b, q in zip(V_list, betas, ratios):
    print(f"  {V:.1f}   {b:.5f}   {2 * V / np.pi:.5f}    "
          f"{2 * (inverse_K_exact(V) - 1):.5f}   {q:.5f}")
print(f"ratio extrapolated to V=0: {intercept:.5f}")
print(f"slope of ratio in V/(pi t): {second_coeff:.4f},"
      f" predicted {np.log(2) - 1:.4f}")
print(f"response integral: {response_integral:.6f}, ln2 {np.log(2):.6f}")
print(f"V=0.8 t, t'=0.5 t: exponent with feedback {universal[True]:.4f},"
      f" without {universal[False]:.4f}")
print(f"example: V={V_ex} t, t'={weak_ex} t")
print(f"bulk hopping after flow: {t_star:.5f} t (scalar equation),"
      f" {clean[511]:.5f} t (wire)")
print(f"velocity after flow: {2 * t_star:.5f} t x lattice spacing / hbar")
print(f"clean wire N=1024, 1-G: {clean_loss:.1e} e^2/h")
print("  N     pi v/N (t)   S        G (e^2/h)    exponent from N/2")
for k, N in enumerate(sizes):
    tail = f"{local[k - 1]:.5f}" if k else "-"
    print(f"  {N:<5d} {2 * np.pi * t_star / N:.6f}    {S_ex[k]:.5f}"
          f"  {G_ex[k]:.4e}   {tail}")
print(f"G at N=2048: {G_ex[-1] * e * e / h * 1e6:.4f} microsiemens")
print(f"G without interaction: {4 * weak_ex**2 / (1 + weak_ex**2)**2:.5f}"
      " e^2/h")
print(f"exponent: fRG {local[-1]:.5f}, first order {first_order:.5f},"
      f" exact K {exact_ex:.5f}")
print(f"shift of S at N=1024 on halving the flow step: {step_shift:.1e}")
print("done: every assertion held")
```

Output:

```
recursion vs dense inverse, max error: 1.1e-16 1/t
conductance formula, error: 1.4e-17 e^2/h
open-end bond order, j=1..4: [0.42441 0.25465 0.36378 0.28294]
  closed form,       j=1..4: [0.42441 0.25465 0.36378 0.28294]
8-site chain, bond-order error at V=0.10 t: 8.418e-05
8-site chain, bond-order error at V=0.05 t: 2.185e-05
ratio of these errors (4 for second order): 3.852
V=0.5 t: 1/K from rings 1.1608, arccos 1.1609
V=1.0 t: 1/K from rings 1.3322, arccos 1.3333
no feedback, t'=0.5 t, V=0.02 t: slope of S over V/(pi t) 0.5955, bare |r| 0.6000
exponents from N=1024 and 2048, t'=0.01 t:
  V/t   fRG beta  2V/(pi t)  2(1/K-1)  beta/(2V/(pi t))
  0.1   0.06298   0.06366    0.06369   0.98929
  0.2   0.12474   0.12732    0.12754   0.97969
  0.4   0.24470   0.25465    0.25638   0.96095
  0.8   0.47134   0.50930    0.52396   0.92548
ratio extrapolated to V=0: 0.99906
slope of ratio in V/(pi t): -0.3093, predicted -0.3069
response integral: 0.693147, ln2 0.693147
V=0.8 t, t'=0.5 t: exponent with feedback 0.4575, without 0.2731
example: V=0.5 t, t'=0.1 t
bulk hopping after flow: 1.15476 t (scalar equation), 1.15476 t (wire)
velocity after flow: 2.30952 t x lattice spacing / hbar
clean wire N=1024, 1-G: 8.8e-18 e^2/h
  N     pi v/N (t)   S        G (e^2/h)    exponent from N/2
  64    0.113368    2.71576  1.7354e-02   -
  128   0.056684    2.81767  1.4176e-02   0.29639
  256   0.028342    2.92081  1.1549e-02   0.29952
  512   0.014171    3.02466  9.3936e-03   0.30122
  1024  0.007086    3.12892  7.6322e-03   0.30214
  2048  0.003543    3.23345  6.1969e-03   0.30265
G at N=2048: 0.2401 microsiemens
G without interaction: 0.03921 e^2/h
exponent: fRG 0.30265, first order 0.31831, exact K 0.32172
shift of S at N=1024 on halving the flow step: 8.4e-09
done: every assertion held
```
